# Two Derivations of the Kelvin Relation Between Peltier and Seebeck Coefficients

## One energy level

Let two large bodies, 1 and 2, exchange carriers through a conductor that passes particles at a single energy $\varepsilon$. A carrier has charge $q$, which is $-e$ for an electron. The bodies have temperatures $T_1,T_2$ and electrochemical potentials $\mu_1,\mu_2$, where $\mu$ includes the electrostatic energy of the carrier. Differences are side 1 minus side 2, so $\Delta T=T_1-T_2$ and $\Delta\mu=\mu_1-\mu_2$; $T$ and $\mu$ without an index are the mean values. Currents count as positive from 1 to 2.

A voltmeter reads $\Delta V=\Delta\mu/q$. The Seebeck and Peltier coefficients are

$$S=-\left.\frac{\Delta V}{\Delta T}\right|_{I=0},\qquad \Pi=\left.\frac{I_Q}{I}\right|_{\Delta T=0},\qquad I_Q=I_E-\mu I_N .$$

Here $I=qI_N$ is the charge current, $I_N$ the particle current, $I_E$ the energy current and $I_Q$ the heat current.

At equal temperatures each particle carries the heat $\varepsilon-\mu$ and the charge $q$, hence $\Pi=(\varepsilon-\mu)/q$. At open circuit the level must be equally occupied on both sides. The Fermi function depends on $(\varepsilon-\mu_a)/T_a$, so

$$\frac{\varepsilon-\mu_1}{T_1}=\frac{\varepsilon-\mu_2}{T_2}
\quad\Rightarrow\quad \Delta\mu=-(\varepsilon-\mu)\frac{\Delta T}{T}$$

to first order. Therefore $S=-\Delta\mu/(q\Delta T)=(\varepsilon-\mu)/(qT)$, and

$$\Pi=TS .$$

With many energies, $\Pi$ and $S$ each become some average of $\varepsilon-\mu$. The Kelvin relation then says that two different experiments, one isothermal and one without current, use the same average. With interactions or inelastic scattering there may be no energy-by-energy average at all, and a more general argument is needed.

## First derivation: microscopic reversibility

**Forces.** From $dS_a=(dE_a-\mu_a dN_a)/T_a$ for each body, the total entropy grows at the rate

$$\dot S_{\rm tot}=\frac{-I_E+\mu_1I_N}{T_1}+\frac{I_E-\mu_2I_N}{T_2}
=k_B(A_NI_N+A_EI_E).$$

With $\beta_a=1/(k_BT_a)$, collecting the coefficients gives

$$A_N=\beta_1\mu_1-\beta_2\mu_2,\qquad A_E=\beta_2-\beta_1 .$$

**Reversed transitions.** Let $n$ and $m$ label joint states of the separated bodies, with definite energies and particle numbers. During a time $\tau$ the evolution operator $U$ gives the transition probability $P(m\leftarrow n)=|\langle m|U|n\rangle|^2$. Without a magnetic field or magnetic order, the Hamiltonian commutes with the time-reversal operator $\Theta$. Since $\Theta$ is antiunitary, $\Theta U=U^\dagger\Theta$ and $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Hence

$$|\langle m|Un\rangle|=|\langle\Theta m|\Theta Un\rangle|=|\langle\Theta m|U^\dagger\Theta n\rangle|=|\langle\Theta n|U\Theta m\rangle| ,$$

which means

$$P(m\leftarrow n)=P(\Theta n\leftarrow\Theta m).$$

$\Theta$ leaves the energies and particle numbers of both bodies unchanged. If levels are degenerate, $\Theta$ may lead to another basis of the same level, but the sums below run over whole levels and do not depend on that basis.

**Initial weights.** Each body starts in its own equilibrium:

$$p_n\propto e^{-\beta_1(E_1-\mu_1N_1)-\beta_2(E_2-\mu_2N_2)} .$$

The total number $N$ is conserved. The total energy $E=E_1+E_2$ is conserved apart from the energy of the contact, which is neglected for now. Inserting $E_1=E-E_2$ and $N_1=N-N_2$ gives

$$\ln p_n=f(E,N)-A_NN_2-A_EE_2 .$$

Write $x=(N_2,E_2)$, and let $p^0$ be the weight at common $T$ and $\mu$, a function of $E$ and $N$ alone. To first order,

$$p_n=p_n^0\Big[1+\delta f(E,N)-\sum_jA_jx_{n,j}\Big].$$

**Mean transfer.** With $d_i=x_{m,i}-x_{n,i}$, the mean gain of body 2 is $\langle d_i\rangle=\sum_{mn}P(m\leftarrow n)\,p_n\,d_i$. Renaming $n\to\Theta m$ and $m\to\Theta n$ leaves $P$ and $p^0$ unchanged and reverses $d_i$. The terms with $1+\delta f$ therefore cancel in pairs. The remaining term can be written in two equal ways:

$$\langle d_i\rangle=-\sum_jA_j\sum_{mn}Pp^0\,d_i\,x_{n,j}
=+\sum_jA_j\sum_{mn}Pp^0\,d_i\,x_{m,j}.$$

Half their sum is

$$\langle d_i\rangle=\tfrac12\sum_j\langle d_id_j\rangle_0A_j .$$

The currents are thus $I_i=\sum_jL_{ij}A_j$ with $L_{ij}=\langle d_id_j\rangle_0/(2\tau)$. This matrix is symmetric: $L_{NE}=L_{EN}$, which is Onsager reciprocity. The time $\tau$ must be long enough for a steady flow and short enough that the bodies hardly change.

This was tested on two bodies with three fermion levels each, joined by random couplings that conserve the total energy, at $\mu=0.3$ and $k_BT=1.5$ level spacings. For 20 real couplings, the directly computed response differed from half the transfer correlation by at most $6\times10^{-8}$ of its largest element. Complex couplings, which break time reversal, gave differences between the two cross coefficients of up to 0.11, relative to the geometric mean of the diagonal ones.

**Contact energy.** If $W$ is the contact energy, $E_1+E_2+W$ is conserved, so the mean mismatch of $E_1+E_2$ stays within $2\|W\|$ while the transfers grow with $\tau$. This makes it plausible, though it does not prove, that the contact contributes nothing to the steady response. Two wires of 300 sites, joined by a bond that does not conserve $E_1+E_2$, served as a test. The energy transfer was taken as the mean of the loss of body 1 and the gain of body 2. The relative asymmetry was 0.0102 at time 30 and 0.0013 at time 240, in units of $\hbar$ over the hopping energy. It fell by a factor of 8 while the time grew by 8, as expected for a fixed offset beside a growing transfer.

**From energy to heat.** Because $\mu$ is the mean of $\mu_1$ and $\mu_2$,

$$A_N=\frac{\beta_1+\beta_2}{2}\Delta\mu+\mu(\beta_1-\beta_2)
\simeq\frac{\Delta\mu}{k_BT}-\mu A_E,\qquad A_E\simeq\frac{\Delta T}{k_BT^2}.$$

The entropy production, divided by $k_B$, becomes

$$A_NI_N+A_EI_E=\frac{\Delta\mu}{k_BT}I_N+\frac{\Delta T}{k_BT^2}(I_E-\mu I_N),$$

so the heat current belongs to the force $\Delta T/(k_BT^2)$. Substituting the forces into the linear laws gives

$$I_N=M_{11}\frac{\Delta\mu}{k_BT}+M_{12}\frac{\Delta T}{k_BT^2},\qquad
I_Q=M_{21}\frac{\Delta\mu}{k_BT}+M_{22}\frac{\Delta T}{k_BT^2},$$

with $M_{11}=L_{NN}$, $M_{12}=L_{NE}-\mu L_{NN}$ and $M_{21}=L_{EN}-\mu L_{NN}$. The same term is subtracted from both cross coefficients, so $M_{12}=M_{21}$.

**The two experiments.** Setting $I_N=0$ gives $\Delta\mu=-M_{12}\Delta T/(TM_{11})$. Setting $\Delta T=0$ gives $I_Q/I_N=M_{21}/M_{11}$. Hence

$$S=\frac{M_{12}}{qTM_{11}},\qquad \Pi=\frac{M_{21}}{qM_{11}},\qquad
\Pi-TS=\frac{M_{21}-M_{12}}{qM_{11}}=0 .$$

For a uniform slab much thicker than the free paths of the carriers and phonons, and with negligible contact resistances, every $M_{ij}$ is proportional to area over thickness. The ratios do not contain the geometry, and the relation holds for the local coefficients of the material. This applies to an isotropic material, or to flow along a principal axis.

## Second derivation: carriers that keep their energy

Now let the carriers be independent and cross the conductor without changing their energy. At energy $\varepsilon$, let the flow from 1 to 2 be $K_{12}f_1(1-f_2)$ and the return flow $K_{21}f_2(1-f_1)$, per unit energy. In equilibrium $f_1=f_2$, and the occupation at each energy must be stationary. Since no carrier changes its energy, the two flows must balance at each energy separately, so $K_{12}=K_{21}=K(\varepsilon)$. The products $f_1f_2$ then cancel:

$$I_N=\int K(f_1-f_2)\,d\varepsilon,\qquad
I_Q=\int K(\varepsilon-\mu)(f_1-f_2)\,d\varepsilon .$$

A bias may alter the potential in the conductor, and with it $K_{12}$ and $K_{21}$. For independent carriers these do not depend on the occupations, and the balance argument holds for any fixed potential, so the two stay equal. The change of their common value $K$ then multiplies the already small $f_1-f_2$ and is of second order.

The Fermi function depends on $y_a=(\varepsilon-\mu_a)/(k_BT_a)$, whose difference is

$$\Delta y=-\frac{\Delta\mu}{k_BT}-\frac{(\varepsilon-\mu)\Delta T}{k_BT^2}.$$

Since $df/dy=k_BT\,\partial f/\partial\varepsilon$,

$$f_1-f_2=\left(-\frac{\partial f}{\partial\varepsilon}\right)
\left[\Delta\mu+(\varepsilon-\mu)\frac{\Delta T}{T}\right].$$

Define the average

$$\langle g\rangle_K=\frac{\int K(-\partial f/\partial\varepsilon)\,g\,d\varepsilon}{\int K(-\partial f/\partial\varepsilon)\,d\varepsilon}.$$

The condition $I_N=0$ gives $\Delta\mu=-\langle\varepsilon-\mu\rangle_K\Delta T/T$. At $\Delta T=0$, $I_Q/I_N=\langle\varepsilon-\mu\rangle_K$. Therefore

$$S=\frac{\langle\varepsilon-\mu\rangle_K}{qT},\qquad
\Pi=\frac{\langle\varepsilon-\mu\rangle_K}{q}=TS .$$

This answers the question left by the single level. A temperature difference drives carriers in proportion to the heat $\varepsilon-\mu$ they carry. That factor enters $S$ through the force and $\Pi$ through the current, with the same weight.

**A cold metal.** If $K$ varies slowly over $k_BT$, put $K(\varepsilon)\simeq K(\mu)+K'(\mu)(\varepsilon-\mu)$. The first term gives no mean heat, because $-\partial f/\partial\varepsilon$ is even about $\mu$. For the second, with $z=(\varepsilon-\mu)/k_BT$,

$$\int_{-\infty}^{\infty}\frac{z^2e^z}{(e^z+1)^2}dz=4\int_0^\infty\frac{z\,dz}{e^z+1}=\frac{\pi^2}{3}.$$

Hence, to leading order,

$$\Pi=\frac{\pi^2(k_BT)^2}{3q}\frac{K'(\mu)}{K(\mu)},\qquad
S=\frac{\pi^2k_B^2T}{3q}\frac{K'(\mu)}{K(\mu)} .$$

Carriers above and below $\mu$ carry heat of opposite sign, and what survives is the imbalance between them.

## What each derivation assumes

Both derivations need linear response and bodies in local equilibrium. Beyond that they rest on different ground.

The first allows interactions and inelastic processes, provided everything that carries energy is counted in $I_E$. Its price is time-reversal symmetry. In a magnetic field $B$, reversing the motion also reverses the field, so $P_B(m\leftarrow n)=P_{-B}(\Theta n\leftarrow\Theta m)$. Because $\sum_mP=\sum_nP=1$ for unitary evolution, the terms with $1+\delta f$ still vanish, and

$$\tau L_{ij}(B)=\langle x_ix_j\rangle_0-\sum_{mn}p^0P_B(m\leftarrow n)x_{m,i}x_{n,j}.$$

Exchanging initial and final states gives $L_{ij}(B)=L_{ji}(-B)$, and hence $\Pi(B)=TS(-B)$. The relation at a single field value may then fail, as the complex couplings show.

The second derivation does not use time reversal. For two bodies and independent carriers of fixed energy, it gives $\Pi=TS$ even in a magnetic field. It excludes inelastic scattering and heat carried by phonons that the carriers drag along. A field therefore permits a violation without forcing one.

Both require heat, not energy, in $\Pi$. Using $I_E$ instead adds $\mu/q$ to $\Pi$, and this term depends on the zero of energy.

## A silicon Peltier leg

Consider a free-standing n-type silicon leg in vacuum, 50 µm long, 20 µm wide and 2 µm thick. Its hot end is held at 350 K and it carries 1 mA. The electron density is $n=10^{19}$ cm$^{-3}$, with a rough typical mobility of 100 cm²/Vs. The thermal conductivity is set to 60 W/(m K). This is a low value: crystalline silicon of this doping and thickness is expected to conduct nearer 100 W/(m K). The density-of-states mass is taken as 1.08 electron masses; a change of 0.02 in it moves $S$ below by about 2 µV/K and the cooling by about 0.02 K.

**Coefficients.** For a parabolic band with energy measured from its edge,

$$n=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}\int_0^\infty\sqrt\varepsilon\,f\,d\varepsilon$$

gives $\mu=-35.2$ meV, or $\mu/k_BT=-1.17$. In elastic diffusion, $K$ is proportional to the density of states times the squared velocity times the relaxation time. With a constant relaxation time, $K\propto\varepsilon^{1/2}\varepsilon=\varepsilon^{3/2}$. Integration by parts gives

$$\langle\varepsilon\rangle_K=\frac{5}{3}\,\frac{\int_0^\infty\varepsilon^{3/2}f\,d\varepsilon}{\int_0^\infty\varepsilon^{1/2}f\,d\varepsilon}=79.1\ \text{meV}.$$

The mean heat per electron is $79.1+35.2=114.3$ meV. Since the charge is negative, $\Pi=-114$ mV and $S=-327$ µV/K. In the test, $S$ came from a search for the open-circuit voltage and $\Pi$ from an isothermal heat flow. The results, $350\ \text{K}\times(-326.7\ \text{µV/K})$ and $-114.35$ mV, agree. The energy current from the band edge would have given $-79.1$ mV.

**Cooling.** The conductivity, density times charge times mobility, is 160 S/cm, so the resistance is $R=78.0\ \Omega$. The thermal conductance is $K_{th}=48.0$ µW/K. Electrons run from the cold end to the hot end, so the electric current in the leg runs the other way.

Let $x$ run from the cold end, with leg length $\ell$ and cross-section $a$. For uniform Joule heating, $\kappa a\,T''=-I^2R/\ell$, and

$$T(x)=T_c+(T_h-T_c)\frac{x}{\ell}+\frac{I^2R}{2\kappa a\ell}x(\ell-x).$$

The heat conducted into the cold end is $\kappa aT'(0)=K_{th}(T_h-T_c)+\tfrac12I^2R$. Without a load, and neglecting heat from the electrical lead at the cold end, it equals the Peltier heat $|S|IT_c$ removed there. Solving for the cooling,

$$T_h-T_c=\frac{|S|IT_h-\frac12I^2R}{K_{th}+|S|I}
=\frac{114.4-39.0}{48.0+0.33}\ \text{K}=1.56\ \text{K}.$$

A discretized heat equation gave the same 1.56 K.

**Beside a real leg.** The material values matter directly: a thermal conductivity of 100 instead of 60 W/(m K) would reduce the cooling to 0.9 K. The scattering law is also uncertain. At fixed density and temperature, acoustic-phonon scattering gives $S=-285$ µV/K and the law for unscreened impurities $-452$ µV/K. With mobility and thermal conductivity also held fixed, the formula above then gives cooling of 1.3 K and 2.5 K. The second law is an extreme case, because at this density the electrons screen the impurities within about 1.5 nm.

Phonon drag is comparable. Electrons give phonons roughly the fraction $\mu_e/\mu_{ph}$ of the momentum they lose, where $\mu_e$ is the mobility and $\mu_{ph}=1000$ cm²/Vs its rough phonon-limited value. Phonons of speed $s$ and free path $\Lambda$ keep this momentum for a time $\Lambda/s$ and carry an energy flux of $s^2$ times their momentum density. For a field $F$,

$$|\Pi_{ph}|\simeq\frac{s^2(\Lambda/s)(neF)(\mu_e/\mu_{ph})}{ne\mu_eF}=\frac{s\Lambda}{\mu_{ph}} .$$

With $s=8000$ m/s and $\Lambda=0.5$ µm, both rough, this is 40 mV. The Kelvin relation, now from the first derivation, turns it into roughly 0.1 mV/K, with the same sign as the electronic part. That is about a third of the model's $S$, and it scales directly with the uncertain $\Lambda$. The estimate treats all phonons that limit the mobility as long-lived acoustic ones. Those that scatter electrons between valleys lose their momentum sooner and add less drag.

The other sized effects are small here. Band nonparabolicity changes $S$ by about 1%. Thomson heat is 0.2 µW, beside a net 75 µW. A contact of $10^{-7}$ Ω cm² over the end face has 0.25 Ω and adds 0.25 µW, but such a value needs a contact region doped to about $10^{20}$ cm$^{-3}$. For metal directly on the leg at $10^{19}$ cm$^{-3}$, a rough tunnelling estimate with barriers of 0.5 to 0.7 eV gives $5\times10^{-6}$ to $3\times10^{-4}$ Ω cm². That is about 10 to 800 Ω over the end face, and its Joule heat could reduce or cancel the cooling. The metal's own coefficient, roughly 2 µV/K, is below 1% of $S$. An external load lowers the cooling by 0.2 K for every 10 µW, and heat entering through the electrical lead at the cold end counts as such a load. Even a metal lead of the best size, running to a contact at 350 K, costs about 0.1 K through conduction and its own Joule heat. The scattering law and phonon drag can thus each shift the 1.56 K by tens of percent, and drag combined with the unscreened-impurity law would roughly double it, while $\Pi=TS$ survives both if the phonon heat is included. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Small bodies: mu = 0.3, kT = 1.5 level spacings
Small bodies: q*Peltier = 0.687873 level spacings
Small bodies: q*T*Seebeck = 0.687873 level spacings
Largest response/correlation mismatch = 5.9e-08
Largest asymmetry, 20 real couplings = 4.5e-08
Largest asymmetry, 20 complex couplings = 0.1141
Wires: asymmetry at time 30 hbar/hop = 0.01020
Wires: asymmetry at time 240 hbar/hop = 0.00128
Wires: normalized cross response at long time = 0.6518
Silicon temperature = 350 K
Electron density = 1.0e+19 cm^-3
Mobility = 100 cm2/Vs
Density-of-states mass = 1.08 electron masses
Leg length = 50 um
Leg width = 20 um
Leg thickness = 2 um
Current = 1.0 mA
Thermal conductivity = 60 W/(m K)
mu above band edge = -35.21 meV; mu/kT = -1.1675
Seebeck from open circuit = -326.714 uV/K
Seebeck from polylogarithms = -326.714 uV/K
Peltier from isothermal heat = -114.3500 mV
T times Seebeck = -114.3500 mV
Band-edge energy current per charge current = -79.138 mV
Conductivity = 160.22 S/cm
Resistance = 78.02 ohm
Thermal conductance = 48.00 uW/K
Peltier heat at hot-end temperature = 114.35 uW
Total Joule heat = 78.02 uW
No-load cooling = 1.5590 K
No-load cooling, discretized equation = 1.5590 K
Seebeck, acoustic scattering = -284.98 uV/K
Seebeck, unscreened-impurity law = -451.50 uV/K
Seebeck, nonparabolicity 0.5/eV = -330.36 uV/K
Seebeck, nondegenerate statistics = -324.59 uV/K
Drag inputs: sound speed 8000 m/s, path 0.5 um
Drag input: phonon-limited mobility = 1000 cm2/Vs
Rough phonon-drag magnitude = 114 uV/K
Hole inputs: gap 1.1 eV, mass 0.8 electron masses
Hole/electron density ratio = 1.1e-15
Electric field = 1.56e-05 MV/cm
Energy relaxation time = 0.3 ps
Relative carrier heating = 1.6e-07
Thomson heat = 0.197 uW
Rough metal Seebeck magnitude = 2 uV/K
Specific contact resistance = 1e-07 ohm cm2
Resistance of one contact = 0.250 ohm
```
